# Quadratic Onset of Phonon-Assisted Absorption across an Indirect Gap

## A. The fact to be explained

In the silicon-like model below, raising the photon energy from 1.20 to 1.25 eV, a change of 4 %, raises the absorption that emits a phonon from 0.453 to 4.384 cm$^{-1}$. This nearly tenfold growth needs no resonance. The photon energy above the threshold at 1.177 eV grows from 23 to 73 meV, and the number of available electron-hole pairs grows as the square of that excess. The factor belongs to the emission branch of free pairs. The sum of both branches grows by 3.5, and with the Coulomb attraction of section G the emission branch grows by only about 2.2.

The result to implement, for one phonon branch, is

$$
\alpha_\pm=\frac{N_v(m_cm_v)^{3/2}P^2D^2\nu_\pm}{4\pi nc\,\omega\rho\Omega\Delta_\pm^2}\,x_\pm^2,\qquad x_\pm=\omega-E_g\mp\Omega>0, \tag{1}
$$

with $\alpha_\pm=0$ for $x_\pm\le0$. The upper sign means phonon emission, the lower absorption. Hartree atomic units are used in the derivation: $\hbar=m_e=e=4\pi\varepsilon_0=1$.

Here $\omega$ and $\Omega$ are the photon and phonon energies, $E_g$ is the indirect gap, $N_v$ the number of equivalent conduction valleys, $m_c$ and $m_v$ the density-of-states masses, $n$ the refractive index, $c$ the speed of light and $\rho$ the mass density. The momentum element $P$, the deformation potential $D$, the phonon factor $\nu_\pm$ and the energy denominator $\Delta_\pm$ are defined below.

The assumptions are parabolic edges, a dispersionless phonon, weak light, a full valence band, an empty conduction band, and no attraction between electron and hole. With constant $P$, the strictly quadratic quantity is $\alpha\omega$; $\alpha$ itself is quadratic to leading order at threshold.

## B. Light and phonon couplings

Let the field in the crystal be $\mathcal E\cos\omega t$, with a wavelength so long that its wave vector can be neglected. From $\mathcal E(t)=-\partial_tA$ follows $A=-(\mathcal E/\omega)\sin\omega t$. For an electron of charge $-1$ the kinetic energy $(\mathbf p+\mathbf A)^2/2$ contains the coupling $\mathbf A\cdot\mathbf p$; the $A^2$ term is the same for all states and drives no transition. The part varying as $e^{-i\omega t}$ absorbs a photon. Its magnitude is

$$
\frac{\mathcal E P}{2\omega},
$$

where $P$ is the interband element of momentum along the polarization. The cycle-averaged intensity is $\tfrac12nc\varepsilon_0\mathcal E^2$, so

$$
I=\frac{nc\mathcal E^2}{8\pi}. \tag{2}
$$

Write the lattice displacement in volume $V$ as $u=C\sum_{\mathbf q}(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$. For $N$ quanta in a mode, its mean kinetic energy is $\tfrac12\rho V\Omega^2C^2(2N+1)$. This must be half the oscillator energy, $\tfrac12(N+\tfrac12)\Omega$. Hence $C^2=1/(2\rho V\Omega)$.

The electron-phonon coupling is $D$ times displacement. Creation and annihilation operators contribute $\sqrt{N+1}$ and $\sqrt N$, so the squared coupling is

$$
\frac{D^2\nu_\pm}{2\rho V\Omega},\qquad \nu_+=N+1,\quad \nu_-=N. \tag{3}
$$

Since the rates are linear in $N$, thermal averaging replaces it by $N=1/(e^{\Omega/kT}-1)$. Thus $\nu_+/\nu_-=e^{\Omega/kT}$.

## C. The second-order amplitude

Light alone cannot supply the wave vector separating the band edges, and the phonon alone cannot supply the energy. Let $i$, $m$ and $f$ be the initial, intermediate and final states, with photon and phonon energies included in $E_i,E_m,E_f$. To first order, with the coupling turned on slowly,

$$
i\dot c_m=V_{mi}e^{i(E_m-E_i)t}
\quad\Rightarrow\quad
c_m=\frac{V_{mi}}{E_i-E_m}e^{i(E_m-E_i)t}.
$$

Inserting this in the equation for $c_f$ gives

$$
i\dot c_f=T e^{i(E_f-E_i)t},\qquad
T=\sum_m\frac{V_{fm}V_{mi}}{E_i-E_m}. \tag{4}
$$

Integration gives $|c_f|^2=|T|^2\sin^2(\delta t/2)/(\delta/2)^2$, with $\delta=E_f-E_i$. The area of this peak over $\delta$ is $2\pi t$. For a continuum of final states the rate is therefore $2\pi|T|^2\delta(E_f-E_i)$, where the last symbol is the delta function.

Put the valence maximum at $\Gamma$ and call the conduction minimum X, as a label that need not mean the zone boundary. With one valence and one conduction band, two paths in which the photon acts between the bands lead to the same final state; further bands would add further terms. Two more paths, in which the phonon acts between the bands and the photon within a band, have an amplitude proportional to the difference of the band velocities. They vanish at the band edges and are left out here; section H gives their size.

1. The photon lifts an electron vertically at $\Gamma$, and the phonon moves it to the conduction minimum. The intermediate state lies $E_0-\omega$ above the initial one, $E_0$ being the vertical gap at $\Gamma$.
2. The photon lifts an electron vertically at X. The phonon then moves a valence electron from $\Gamma$ into the vacancy. The intermediate state lies $E_1-\omega$ above the initial one, $E_1$ being the vertical gap at X.

Their relative sign follows from electron exchange. With $v_\Gamma,v_X,c_\Gamma,c_X$ denoting annihilation operators, the first product, acting on the filled valence band, is $(c_X^\dagger c_\Gamma)(c_\Gamma^\dagger v_\Gamma)=c_X^\dagger v_\Gamma$. The second is

$$
(v_X^\dagger v_\Gamma)(c_X^\dagger v_X)
=v_\Gamma c_X^\dagger v_X^\dagger v_X
=v_\Gamma c_X^\dagger=-c_X^\dagger v_\Gamma.
$$

Two interchanges move $v_X^\dagger$ to the right without a net sign; $v_X^\dagger v_X=1$ on the filled state; the last interchange gives the minus sign. Apart from a common phase,

$$
T=-\frac{\mathcal E}{2\omega}\sqrt{\frac{\nu_\pm}{2\rho V\Omega}}
\left[\frac{P_\Gamma D_c}{E_0-\omega}-\frac{P_XD_v}{E_1-\omega}\right]. \tag{5}
$$

This form was tested by propagating two electrons in four orbitals in time, with a quantized phonon. In one arbitrary energy unit, the levels $v_\Gamma,v_X,c_\Gamma,c_X$ were $0,-2.9,3.4,1.1$, and the phonon energy was 0.06. The drive amplitude $\mathcal E/\omega$ was 0.004, with $P_\Gamma=1$ and $P_X=0.7$; the phonon couplings, displacement factor included, were 0.002 for electrons and 0.0015 for holes. Starting from two quanta, after 1000 periods the final amplitude was 0.9997 of the prediction $|T|t$ for emission and 0.9999 for absorption.

Near threshold the bracket varies slowly. The example keeps the first path and freezes it at $\omega=E_g\pm\Omega$:

$$
[\cdots]\to\frac{PD}{\Delta_\pm},\qquad \Delta_\pm=E_0-E_g\mp\Omega. \tag{6}
$$

To include both paths, replace $PD/\Delta_\pm$ by the whole bracket before squaring. Different phonon branches leave different final phonon states, so their absorption coefficients, not their amplitudes, are added.

## D. Counting pairs by convolution

Let $e_v$ and $e_c$ be the kinetic energies of hole and electron, both positive. Energy conservation requires $e_v+e_c=x_\pm$. For any $\mathbf k_v$ and $\mathbf k_c$ a phonon exists with the needed wave vector, so the two vectors are summed independently.

For one spin and an isotropic mass $m$, the states per volume below energy $e$ number

$$
\frac{1}{(2\pi)^3}\frac{4\pi}{3}(2me)^{3/2}
=\frac{(2me)^{3/2}}{6\pi^2}.
$$

Differentiation gives

$$
g(e)=\frac{(2m)^{3/2}}{4\pi^2}\sqrt e. \tag{7}
$$

For an ellipsoidal valley, rescaling each component of $\mathbf k$ by the square root of its mass gives the Jacobian $\sqrt{m_lm_t^2}$. Thus (7) holds with $m_c=(m_lm_t^2)^{1/3}$. Heavy- and light-hole densities add, so $m_v^{3/2}=m_h^{3/2}+m_{lh}^{3/2}$, provided both bands have the same coupling.

The joint density for one valley and one spin is

$$
J(x)=\int_0^xg_c(e)g_v(x-e)\,de
=\frac{8(m_cm_v)^{3/2}}{16\pi^4}\int_0^x\sqrt{e(x-e)}\,de.
$$

Set $e=x\sin^2\theta$, so $de=2x\sin\theta\cos\theta\,d\theta$:

$$
\int_0^x\sqrt{e(x-e)}\,de
=2x^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta
=\frac{x^2}{2}\int_0^{\pi/2}\sin^22\theta\,d\theta
=\frac{\pi x^2}{8}.
$$

Therefore

$$
J(x)=\frac{(m_cm_v)^{3/2}}{16\pi^3}x^2. \tag{8}
$$

The power has a geometrical reading. Pairs with total kinetic energy below $x$ fill an ellipsoid in six dimensions, whose volume grows as $x^3$; its derivative grows as $x^2$. A vertical transition has one common wave vector. Its states fill a three-dimensional ellipsoid, with volume proportional to $x^{3/2}$, and its onset is proportional to $\sqrt x$.

An explicit count on a grid of spacing 0.04 a.u. tested this with hole mass 0.5 and electron masses 0.92 and 0.19. The density differed from (8) by relative errors of $5.8\times10^{-4}$ and $1.1\times10^{-4}$ at $x=0.4$ and 0.8 Ha. Between these energies the cumulative pair count grew by 8.000, against $2^3$, and the vertical count by 2.833, against $2^{3/2}=2.828$.

## E. Assembly and temperature limits

The transition rate per volume, with a factor 2 for spin, is

$$
W_\pm=\frac{2\pi}{V}\,2N_v\,V^2J(x_\pm)|T|^2.
$$

The double sum gives $V^2$ and the phonon coupling gives $1/V$, so the volume cancels. Inserting

$$
|T|^2=\frac{\mathcal E^2P^2}{4\omega^2\Delta_\pm^2}
\frac{D^2\nu_\pm}{2\rho V\Omega}
$$

yields

$$
W_\pm=\frac{\pi N_vJ\mathcal E^2P^2D^2\nu_\pm}{2\omega^2\rho\Omega\Delta_\pm^2}.
$$

The absorption coefficient is absorbed power per volume divided by intensity:

$$
\alpha_\pm=\frac{\omega W_\pm}{I}
=\frac{4\pi^2N_vJP^2D^2\nu_\pm}{nc\omega\rho\Omega\Delta_\pm^2}.
$$

Substitution of (8) gives (1). The field amplitude has cancelled, as it must for linear absorption.

For $kT\ll\Omega$, $N$ tends to zero and the emission parabola remains. For $kT\gg\Omega$, $N$ and $N+1$ both approach $kT/\Omega$. If also $\Omega\ll E_0-E_g$, the two denominators are nearly equal, and above both thresholds the sum of $\alpha_+\omega$ and $\alpha_-\omega$ is proportional to

$$
x_+^2+x_-^2=2[(\omega-E_g)^2+\Omega^2].
$$

The difference $\nu_+-\nu_-=1$, dropped here, changes the bracket by about $-\Omega^2(\omega-E_g)/kT$, so the $\Omega^2$ term is meaningful only for $\omega-E_g\ll kT$.

Each branch alone gives a straight line in $\sqrt{\alpha\omega}$; their sum does not. To separate free-pair spectra, fit the absorption branch between the thresholds, continue it upward, subtract it from $\alpha\omega$, and take the root of the remainder. The two intercepts lie $2\Omega$ apart, and their midpoint is $E_g$.

## F. Example at 950 nm

The example has the setting of a near-infrared silicon photodiode at 300 K. Rough typical band data are $E_g=1.12$ eV, $E_0=3.4$ eV, $\Omega=57$ meV, six valleys, $n=3.5$ and $\rho=2.33$ g/cm$^3$. Masses of 0.92 and 0.19 give $m_c=0.3214$; hole masses of 0.49 and 0.16 give $m_v=0.5492$. The couplings are round choices: $P=0.50$ a.u. and $D=10^9$ eV/cm.

In atomic units $D=0.19447$, $\rho=379.03$, $\Omega=0.002095$ and $\omega=0.047961$. The Bose number is $N=0.1239$. For emission, $x_+=0.004707$ and $\Delta_+=0.081694$. The numerator of (1) is

$$
6(0.3214\times0.5492)^{3/2}(0.50)^2(0.19447)^2(1.1239)(0.004707)^2
\simeq1.05\times10^{-7}.
$$

With $c\simeq137.04$, the denominator is

$$
4\pi(3.5)(137.04)(0.047961)(379.03)(0.002095)(0.081694)^2
\simeq1.53.
$$

The quotient is $6.84\times10^{-8}$ inverse bohr, or 12.9 cm$^{-1}$. For phonon absorption,

$$
\frac{\alpha_-}{\alpha_+}
=\frac{0.1239}{1.1239}
\left(\frac{0.2421}{0.1281}\right)^2
\left(\frac{2.223}{2.337}\right)^2
\simeq0.356,
$$

which gives 4.6 cm$^{-1}$. The total is 17.5 cm$^{-1}$, with a penetration depth $1/\alpha$ of 570 µm. Phonon absorption is weaker here despite its larger excess energy, because few phonons are present.

The opening growth can now be checked:

$$
\left(\frac{1.250-1.177}{1.200-1.177}\right)^2\frac{1.20}{1.25}\simeq9.67.
$$

At 1.16 eV emission is closed, while phonon absorption gives 0.83 cm$^{-1}$. The spectrum thus begins at 1.063 eV, below the electronic gap.

## G. Coulomb attraction changes the onset

A pair created at small separation has its rate multiplied by the probability density of its relative motion at contact. Use an isotropic reduced mass $\mu$ and static permittivity $\kappa$. Then $a=\kappa/\mu$ is the exciton radius and $R=1/(2\mu a^2)$ its Rydberg energy.

For relative energy $\varepsilon=k^2/(2\mu)$, set $\gamma=1/(ka)=\sqrt{R/\varepsilon}$. The regular s-wave is proportional to $kr\,e^{-ikr}M(1+i\gamma,2,2ikr)$, where $M$ is the confluent hypergeometric function. Its large-distance amplitude is $e^{-\pi\gamma/2}/|\Gamma(1+i\gamma)|$. Normalizing this to the unit amplitude of a free wave multiplies the contact density by

$$
S=e^{\pi\gamma}|\Gamma(1+i\gamma)|^2
=\frac{2\pi\gamma}{1-e^{-2\pi\gamma}}, \tag{9}
$$

since $|\Gamma(1+i\gamma)|^2=\pi\gamma/\sinh\pi\gamma$.

Bound s states have contact density $1/(\pi a^3j^3)$, $j=1,2,\ldots$ Indeed, multiplying the radial equation by the derivative of the radial function and integrating gives a contact density $(\mu/2\pi)\langle dV_C/dr\rangle$ for $V_C=-1/(\kappa r)$. Differentiating $-R/(n_r+l+1)^2$ with respect to $l$ at $l=0$ gives $\langle r^{-2}\rangle=2/(a^2j^3)$, and the result follows.

The total mass $M_t=m_c+m_v$ obeys $M_t\mu=m_cm_v$. Centre-of-mass and relative densities therefore have the same product of prefactors as before. Dividing the bound contact density by the relative prefactor $(2\mu)^{3/2}/(4\pi^2)$ gives the weight $4\pi R^{3/2}/j^3$. For $x>0$ the free result is multiplied by

$$
F(x)=\frac{8}{\pi x^2}\left[
\int_0^x\!\sqrt{\varepsilon(x-\varepsilon)}\,S\,d\varepsilon
+\sum_{j=1}^{\infty}\frac{4\pi R^{3/2}}{j^3}\sqrt{x+\frac R{j^2}}
\right]. \tag{10}
$$

The onset is no longer quadratic. The absorption is proportional to $x^2F(x)/\omega$, in which the $x^2$ cancels the prefactor of (10). This product also holds for $x<0$, where the integral is absent and only the bound terms with $x+R/j^2>0$ remain. The lowest exciton starts at $x=-R$ as $\sqrt{x+R}$. For $0<x\ll R$, $\sqrt\varepsilon S\to2\pi\sqrt R$, and the continuum part alone starts as $x^{3/2}$.

The approach to the free law is slow. Since $y\coth y\ge1$, (9) implies $S\ge1+\pi\sqrt{R/\varepsilon}$. Integration of this bound gives

$$
F(x)\ge1+\frac{16}{3}\sqrt{\frac Rx}.
$$

An excess below 10 % would require $x>2800R$, far outside the parabolic region of this example. Here $\kappa=11.7$ and $\mu=0.2028$ give $R=20.2$ meV, while $x_+=128$ meV. The continuum contributes 4.34 and the bound states 2.56 to $F$, so emission is enhanced by 6.9.

## H. Other limits and the real material

Each size below refers to the 950 nm example with the other settings fixed.

- **Second path.** With products $P_\Gamma D_c$ and $P_XD_v$ of equal magnitude and a vertical gap of 4.0 eV at the valley, the amplitudes have magnitudes in the ratio 0.787. With both denominators frozen at the emission threshold, emission changes by a factor of 0.045 if the products have the same sign, so that the terms in (5) subtract, or by a factor of 3.2 if the products have opposite signs. Relative signs and magnitudes must come from a band calculation.
- **Intraband photon step.** An interband deformation potential $D_{cv}$ adds to the bracket of (5) a term of magnitude $D_{cv}\,\delta v/\omega$, where $\delta v$ is the difference of the conduction and valence band velocities along the polarization. It is odd in the wave vectors, so it adds in intensity, and its contribution starts as $x^3$. For $D_{cv}=D$ it raises emission by 12 %.
- **Moving denominator.** If the upper band at $\Gamma$ is flat, $\Delta_+$ becomes $\Delta_+-x_++e_v$. The mean hole energy is $x_+/2$ by symmetry, so the first-order correction factor is $1+x_+/\Delta_+=1.058$; integration gives 1.061. The factor $1/\omega$, kept in (1), has fallen to 0.902 of its emission-threshold value.
- **Bands.** A conduction nonparabolicity of 0.5 eV$^{-1}$ raises emission by 8 %. A split-off hole band 44 meV down, with mass 0.23 and the same coupling, adds 12 %.
- **Other phonons.** An 18 meV branch with one tenth of $D$ adds 12 % to the total. Its small coupling is partly offset by the factor $1/\Omega$ and by its larger thermal population. At this branch's population, moving the thresholds from $\pm57$ to $\pm18$ meV raises its sum by only 8 %, since emission starts lower but phonon absorption starts higher. The cancellation needs $N$ comparable to $N+1$; at the population of the 57 meV branch the same shift gives 40 %.
- **Heating.** A rise of 10 K with a gap slope of $-0.25$ meV/K increases the total by 3 % through the gap alone; the larger phonon population adds another 3 %.
- **Electric field.** For a field $\mathcal F$, a pair whose energy lies $\varepsilon$ below threshold must tunnel over a length $\varepsilon/\mathcal F$ to become free. Setting this length times $\sqrt{2\mu\varepsilon}$ to one gives $\varepsilon=(\mathcal F^2/2\mu)^{1/3}$. At 0.03 MV/cm this is 12 meV with the density-of-states $\mu$. The mass that matters is the one along the field, and the electron and hole masses listed above give 10 to 16 meV, so thresholds are blurred on that scale.

Real silicon at this wavelength and temperature absorbs at a rough 10$^2$ cm$^{-1}$, well above the model's 17.5 cm$^{-1}$. The free-pair assumption is the largest identified source of a low value: the factor 6.9 would lift the emission part from 12.9 to about 89 cm$^{-1}$. That factor is itself rough, because it uses density-of-states masses in a spherical exciton, and its 20 meV Rydberg exceeds the roughly 15 meV binding of the real exciton; with $R=15$ meV the factor falls to 5.4 and the emission part to about 70 cm$^{-1}$. Nor would agreement validate $P$ and $D$, which were chosen. For detector design, use measured absorption for the strength. Equation (1) supplies the free-pair phase space, the two free-pair thresholds and the phonon populations; a fit anywhere in the parabolic region should include the Coulomb factor, for which (10) is a spherical estimate. That factor is still 2.8 at $x=25R$, about 0.5 eV here, where nonparabolicity is no longer small. Heavy doping lies outside this model. Filled conduction states or empty valence states block transitions counted here, while gap narrowing, impurity scattering and free-carrier absorption add to the absorption, and screening weakens the Coulomb factor.

The remaining spectral values are in the numerical output.

## Numbers as computed

```
pair-count error at two energies: 5.8e-04, 1.1e-04
pair count growth on doubling x: 8.000
vertical count growth on doubling x: 2.833
propagated/predicted amplitude, emission, absorption: 0.9997, 0.9999
temperature: 300 K; wavelength: 950 nm
indirect gap: 1.120 eV; phonon: 57 meV
vertical gap at G: 3.4 eV; at valley: 4.0 eV
valleys: 6; refractive index: 3.5
electron masses l, t: 0.92, 0.19 m_e
heavy, light hole masses: 0.49, 0.16 m_e
DOS masses mc, mv: 0.3214, 0.5492 m_e
P: 0.50 a.u.; D: 1.0e+09 eV/cm
mass density: 2.33 g/cm3
D: 0.19447 a.u.; rho: 379.03 a.u.
photon energy: 1.3051 eV = 0.047961 Ha
phonon energy: 0.002095 Ha
kT: 25.85 meV; Bose number N: 0.1239
(N+1)/N: 9.069
emission: threshold 1.177 eV, x 0.1281 eV, Delta 2.223 eV
emission: x 0.004707 Ha, Delta 0.081694 Ha
emission: alpha 12.929 1/cm
absorption: threshold 1.063 eV, x 0.2421 eV, Delta 2.337 eV
absorption: x 0.008897 Ha, Delta 0.085883 Ha
absorption: alpha 4.608 1/cm
total alpha: 17.537 1/cm = 9.280e-08 a.u.
penetration depth: 570 um
spectrum at 1.08 eV: emission 0.0000, absorption 0.0275 1/cm
spectrum at 1.12 eV: emission 0.0000, absorption 0.2976 1/cm
spectrum at 1.16 eV: emission 0.0000, absorption 0.8322 1/cm
spectrum at 1.20 eV: emission 0.4533, absorption 1.6047 1/cm
spectrum at 1.25 eV: emission 4.3840, absorption 2.8702 1/cm
spectrum at 1.30 eV: emission 11.9675, absorption 4.4330 1/cm
static permittivity: 11.7; reduced mass: 0.2028 m_e
exciton Rydberg: 20.2 meV
Coulomb factor, emission: continuum 4.34, bound 2.56, sum 6.89
second path, equal P*D: amplitude ratio 0.787
second path: alpha factor 0.045 or 3.195
varying denominator, flat upper band: factor 1.0609
first-order estimate 1+x/Delta: 1.0576
1/w relative to its emission-threshold value: 0.9018
conduction nonparabolicity 0.5 1/eV: factor 1.0812
split-off band (44 meV, 0.23 m_e): emission gains 11.7 %
extra 18 meV phonon at 0.1 D: total gains 11.7 %
heating by 10 K, gap slope -0.25 meV/K: gap effect 3.2 %
field 0.03 MV/cm: broadening energy 11.9 meV
```
